\section*{Correlation of neighbouring terrace widths from one- and two-terrace variances}

\section{Problem}

A vicinal surface is a staircase of atomically flat terraces separated by steps of one atomic height. In thermal equilibrium the steps wander, and the terrace widths fluctuate about their mean $L$. Consider free steps: they may not cross or share a site, but otherwise do not interact.

Let $s_1$ and $s_2$ be the widths of two adjacent terraces, both measured in units of $L$, so that $\langle s_1\rangle=\langle s_2\rangle=1$. Averages run over terraces, each counted once. The given variances are
\begin{equation}
V_1=\mathrm{Var}(s_1)=0.180,\qquad V_2=\mathrm{Var}(s_1+s_2)=0.248 .
\end{equation}
The pair width is also measured in units of $L$, not of its own mean $2L$. What is the correlation coefficient $r$ of neighbouring widths, where do the two variances come from, and how far does a repulsion between the steps change the answer?

\section{First estimate by scaling}

Let $y$ run along the steps and $x$ across them. A single step of stiffness $B$ (energy per length) at temperature $T$ wanders by
\begin{equation}
\langle(\Delta x)^2\rangle=\frac{kT}{B}\,y .
\label{eq:wander}
\end{equation}
It meets its neighbours once this reaches about $L^2$, hence after a length of order $y_c=BL^2/kT$. Measuring $x$ in units of $L$ and $y$ in units of $y_c$ removes $B$, $T$ and $L$ from the continuum problem. Therefore $V_1$, $V_2$ and $r$ are pure numbers.

For a rough value of $r$, let each step be displaced by $u_n$ from evenly spaced positions, and treat the displacements as independent with equal variance $w$. Then $s_n=1+u_{n+1}-u_n$, and
\begin{equation}
\mathrm{Var}(s_n)=2w,\qquad
\mathrm{Cov}(s_1,s_2)=\mathrm{Cov}(u_2-u_1,\,u_3-u_2)=-w .
\end{equation}
The estimate is $r\approx-1/2$, whatever the value of $w$. The sign arises because moving the shared step widens one terrace and narrows the other by the same amount. The opposite assumption, independent widths, would give $r=0$.

\section{Exact solution}

\subsection{The correlation}

Expanding the square in the variance of the sum gives
\begin{equation}
V_2=\mathrm{Var}(s_1)+\mathrm{Var}(s_2)+2\,\mathrm{Cov}(s_1,s_2).
\end{equation}
On a statistically uniform surface both single variances equal $V_1$, so
\begin{align}
\mathrm{Cov}(s_1,s_2)&=\frac{V_2}{2}-V_1=0.124-0.180=-0.056,\\
r&=\frac{\mathrm{Cov}(s_1,s_2)}{V_1}=\frac{V_2}{2V_1}-1
=\frac{0.248}{0.360}-1=-0.311 .
\label{eq:r}
\end{align}
This step uses uniformity but no model of the steps. The common unit of length matters: if 0.248 referred to widths divided by $2L$, the variance in units of $L^2$ would be four times larger and $r$ would be $1.76$, which no correlation coefficient can be.

The covariance can also be read as a competition. The shared step lies $(s_1-s_2)/2$ from the midpoint of its two neighbours. Since $\mathrm{Var}(s_1-s_2)=2V_1-2\,\mathrm{Cov}(s_1,s_2)=4V_1-V_2$, this displacement has variance $V_1-V_2/4=0.118$. Half the pair width has variance $V_2/4=0.062$. Their difference, $0.062-0.118=-0.056$, is the covariance. It is negative because the shared step moves about its midpoint more than half the pair width fluctuates.

\subsection{Origin of the two variances}

The statistical weight of one step is $\exp[-(B/2kT)\int(dx/dy)^2dy]$. Summing over paths gives a diffusion equation in $y$, with generator
\begin{equation}
H=-\frac{kT}{2B}\sum_i\frac{\partial^2}{\partial x_i^2},
\end{equation}
and a wave function that vanishes where two steps meet. Far from both ends of long steps, the ground state $\psi$ dominates the sums from either side, so the distribution of positions at fixed $y$ is $\psi^2$.

Place an odd number $N$ of steps on a ring of circumference $C$, and let $z_i=e^{2\pi i x_i/C}$. The determinant of the plane waves $z_i^k$ with $k=-(N-1)/2,\dots,(N-1)/2$ is an eigenfunction of $H$ that vanishes at contact. It is a Vandermonde determinant, and $|z_i-z_j|=2|\sin(\pi(x_i-x_j)/C)|$, so its modulus is
\begin{equation}
\psi\propto\prod_{i<j}\left|\sin\frac{\pi(x_i-x_j)}{C}\right| .
\label{eq:psi}
\end{equation}
This has no zero except at contact, and is therefore the ground state. The steps have the position statistics of free fermions.

Now use $L$ as the unit of length, so that $C=N$. The sum over occupied plane waves, for $N\to\infty$, is
\begin{equation}
K(x,y)=\frac1N\sum_k e^{2\pi i k(x-y)/N}
=\frac{\sin\pi(x-y)}{N\sin(\pi(x-y)/N)}\;\longrightarrow\;\frac{\sin\pi(x-y)}{\pi(x-y)} .
\end{equation}
Let $E_n(s)$ be the probability that an interval $I$ of length $s$ contains $n$ steps. Attach a factor $\zeta$ to every step in $I$. For a determinant of orthonormal orbitals $\phi_k$, the average of this product is the determinant of the one-particle matrix elements,
\begin{equation}
\sum_n E_n\zeta^n=\det\!\left[\delta_{kl}-(1-\zeta)\int_I\phi_k^*\phi_l\,dx\right]
=\prod_i(1-\lambda_i+\zeta\lambda_i).
\end{equation}
Here $\lambda_i$ are the eigenvalues of $K$ restricted to $I$, which has the same nonzero eigenvalues as the overlap matrix. The two lowest coefficients are
\begin{equation}
E_0=\prod_i(1-\lambda_i),\qquad
E_1=\sum_i\lambda_i\prod_{j\ne i}(1-\lambda_j).
\end{equation}

Widths follow by counting positions of the interval. There is one terrace per unit length, and an interval of length $s$ fits into a terrace of width $s_1$ over a range $(s_1-s)_+$ of positions, where $(a)_+=\max(a,0)$. There is also one pair of adjacent terraces per unit length, if overlapping pairs are counted. An empty interval lies in two such pairs, and an interval with one step lies in one. Hence
\begin{equation}
E_0(s)=\langle(s_1-s)_+\rangle,\qquad
2E_0(s)+E_1(s)=\langle(s_1+s_2-s)_+\rangle .
\end{equation}
Because $\int_0^\infty(a-s)_+\,ds=a^2/2$ for $a>0$, integration gives the second moments. Subtracting the squared means, 1 and 4, leaves
\begin{equation}
V_1=2\int_0^\infty E_0\,ds-1,\qquad
V_2=2\int_0^\infty(2E_0+E_1)\,ds-4 .
\end{equation}
Discretizing $K$ on Gauss--Legendre points and integrating numerically yields $V_1=0.1800$, $V_2=0.2490$ and $r=-0.308$. The given $V_2$ is thus one unit low in its third decimal for this model. Both sets of variances give $r$ near $-0.31$.

\section{Comparison of the estimate and the solution}

Equation~(\ref{eq:r}) can be rearranged around the first estimate:
\begin{equation}
r=-\frac12+\frac{V_2-V_1}{2V_1}
=-0.500+\frac{0.068}{0.360}=-0.311 .
\end{equation}
Independent displacements would make the pair variance equal to the single-terrace variance, since each width is then set by two independent end steps. The actual pair variance is larger by $0.068$, and this excess removes $0.189$ from the size of the estimate. The estimate has the right sign but is about 60\% too large in magnitude, relative to $0.311$. Independent widths would need $V_2=0.360$, well above the given value.

\section{Example: a vicinal nickel surface}

Take fcc-Ni with (111) terraces, lattice constant $0.352$~nm, a miscut of $3^\circ$ and $T=900$~K, so that $kT=0.0776$~eV. The step height is $0.352/\sqrt3=0.203$~nm, and
\begin{equation}
L=\frac{0.2032\ \mathrm{nm}}{\tan3^\circ}=3.88\ \mathrm{nm}.
\end{equation}
The free-step standard deviations are $L\sqrt{0.180}=1.65$~nm for one terrace and $L\sqrt{0.248}=1.93$~nm for a pair. Without correlation, at the same $V_1$, the pair would have $L\sqrt{0.360}=2.33$~nm.

The best linear prediction $\delta s_2=a\,\delta s_1$ minimizes $\langle(\delta s_2-a\,\delta s_1)^2\rangle=V_1-2a\,\mathrm{Cov}(s_1,s_2)+a^2V_1$. Setting the derivative to zero gives $a=r$. A terrace 1~nm wider than average therefore has neighbours predicted to be $0.31$~nm narrower than average.

\subsection{Stiffness and length of the steps}

Suppose a kink of $n$ atomic rows costs $|n|\epsilon$, with $\epsilon=0.15$~eV, a rough round value. With $q=e^{-\epsilon/kT}=0.145$, the normalizing sum is $(1+q)/(1-q)$, and
\begin{equation}
\langle n^2\rangle=\frac{2q(1+q)/(1-q)^3}{(1+q)/(1-q)}=\frac{2q}{(1-q)^2}=0.395 .
\end{equation}
The row spacings are $a_\parallel=0.2489$~nm along the step and $a_\perp=0.2156$~nm across it. Each advance by $a_\parallel$ adds $a_\perp^2\langle n^2\rangle$ to the wandering, so equation~(\ref{eq:wander}) gives
\begin{equation}
B=\frac{kT\,a_\parallel}{a_\perp^2\langle n^2\rangle}=1.05\ \mathrm{eV/nm},
\qquad y_c=\frac{BL^2}{kT}=204\ \mathrm{nm}.
\end{equation}
This treats the hexagonal surface as a square lattice, which is a rough approximation. On a hexagonal lattice with nearest-neighbour bonds and no overhangs, the same energy per single-row kink gives $\langle n^2\rangle=2q$ per $a_\parallel$, which raises $B$ to $1.44$~eV/nm and $y_c$ to $279$~nm. Pinning centres much closer together than $y_c$ would spoil the free-step result: by equation~(\ref{eq:wander}) a step then wanders by much less than $L$ between them, so the pins largely set the widths.

The effect of discrete rows depends on how the steps move. If only one step moves at a time, and by a single row, the lattice kernel $\sin[\pi\rho(i-j)]/[\pi(i-j)]$ applies, where $\rho=a_\perp/L=0.056$. With sums in place of the integrals, it leaves $V_1$, $V_2$ and $r$ unchanged to five decimals. The kinks assumed above can span several rows, and neighbouring steps can shift together. For four such steps on a ring with 18 rows per terrace, this makes $V_1$ about 3\% larger than the continuum wave function gives, while $r$ keeps, to three decimals, its continuum value for four steps, $-0.400$. That value approaches $-0.308$ only as the number of steps on the ring grows.

\subsection{Repulsion between steps}

Let steps a distance $d$ apart repel with energy $A/d^2$ per unit length. The generator becomes
\begin{equation}
H=\frac{kT}{B}\left[-\frac12\sum_i\partial_i^2+\tilde A\sum_{i<j}\frac{1}{d_{ij}^2}\right],
\qquad \tilde A=\frac{AB}{(kT)^2}.
\end{equation}
On the ring, replace $1/d^2$ by $\kappa^2/\sin^2(\kappa d)$ with $\kappa=\pi/C$, which returns to $1/d^2$ for large $C$. Try $\psi=\prod_{i<j}|\sin\kappa(x_i-x_j)|^{\lambda}$, and write $c_{ij}=\cot\kappa(x_i-x_j)$. Then
\begin{equation}
\frac{\partial_i^2\psi}{\psi}=\lambda^2\kappa^2\Big(\sum_{j\ne i}c_{ij}\Big)^2-\lambda\kappa^2\sum_{j\ne i}(1+c_{ij}^2).
\end{equation}
After summation over $i$, the products of different cotangents add to a constant, because $\cot a\cot b+\cot b\cot c+\cot c\cot a=1$ when $a+b+c=0$. With $1+c_{ij}^2=1/\sin^2\kappa(x_i-x_j)$, what remains is
\begin{equation}
-\frac12\sum_i\frac{\partial_i^2\psi}{\psi}
=-\lambda(\lambda-1)\sum_{i<j}\frac{\kappa^2}{\sin^2\kappa(x_i-x_j)}+\text{const}.
\end{equation}
The repulsion is cancelled if $\tilde A=\lambda(\lambda-1)$. The root that vanishes at contact gives $\psi^2$ the pair exponent
\begin{equation}
\beta=2\lambda=1+\sqrt{1+4\tilde A},
\end{equation}
with $\beta=2$ for free steps.

For general $\beta$ the widths were sampled from 2500 random tridiagonal matrices of order 160, whose eigenvalues repel with exponent $\beta$ and share the local statistics of the ring. The middle half of each spectrum was used, scaled to unit mean spacing. The strengths $A=1$ and $5$~meV\,nm are rough round values:
\begin{center}
\begin{tabular}{ccccc}
$A$ (meV\,nm) & $\tilde A$ & $\beta$ & $V_1$ & $r$ \\
0 & 0 & 2 & 0.180 & $-0.309\pm0.002$ \\
1 & 0.175 & 2.30 & 0.163 & $-0.315\pm0.002$ \\
5 & 0.874 & 3.12 & 0.128 & $-0.326\pm0.002$
\end{tabular}
\end{center}
The uncertainties are standard errors of the sampling. They do not include the error of the square-lattice stiffness: with the hexagonal value $B=1.44$~eV/nm, the last row would have $\beta=3.40$ and $V_1\approx0.120$. At the stronger repulsion $V_1$ falls by 29\% relative to the free value, while $r$ changes by only about $0.02$. In this model the correlation is therefore a much weaker indicator of repulsion than the variance.

\subsection{Use on a real surface}

A miscut of a few degrees does give terraces a few nanometres wide, but the kink energy and repulsion used here are not measured nickel data. Steps on real metals generally repel elastically, so the free-step variances are a limit; the table shows how far the assumed strengths move them. During growth, the deposition flux can drive the steps out of equilibrium, and the free-step variances then need not apply. Equation~(\ref{eq:r}) still does, with $V_1$ and $V_2$ measured over the same run of terraces, since it needs only equal variances for the two members of a pair.

A miscut that varies slowly across the sample leaves equation~(\ref{eq:r}) valid for the pooled widths, but $r$ then mixes step wandering with the drift of the local mean width. If the drift adds a common, independent offset of variance $v$ to both widths, the apparent correlation becomes
\begin{equation}
r_{\mathrm{app}}=\frac{-0.056+v}{0.180+v}.
\end{equation}
It vanishes at $v=0.056$, that is, for a spread of the local mean width of about 24\% of $L$. A change of miscut more nearly multiplies both widths by a common factor. For an independent factor of mean 1 and variance $v$ the covariance is $(1+v)(1-0.056)-1=-0.056+0.944\,v$, which vanishes at $v=0.059$, again a spread of about 24\%. A measured correlation near zero may therefore reflect an uneven miscut instead of independent terraces.

Numbers in the example were calculated in double precision.
